# Why ħk Is Not the Momentum of a Bloch Electron: a program that tests the result

```python
"""
Result under test: for an electron in V(x) = V0 cos(G x), G = 2 pi / a,
a Bloch state with label k has mean momentum <p> = m * (1/hbar) dE/dk,
not hbar k; lattice symmetry conserves k only modulo G.
Hartree atomic units: hbar = m = 1, length bohr, energy hartree.
a: lattice constant, V0: potential amplitude, k: crystal wave number,
j: integer labelling the plane wave k + j G, T: translation by one cell,
q: wave number of an added wave, F: uniform force.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

a = 5.0
V0 = 0.2
G = 2 * np.pi / a
J = np.arange(-8, 9)


def bloch(k, amplitude=V0):
    """Energies and plane-wave coefficients (columns) at label k."""
    coupling = np.full(len(J) - 1, amplitude / 2)
    h = np.diag((k + J * G) ** 2 / 2)
    h = h + np.diag(coupling, 1) + np.diag(coupling, -1)
    return np.linalg.eigh(h)


def mean_p(k, band=0, amplitude=V0):
    c = bloch(k, amplitude)[1][:, band]
    return np.sum(c**2 * (k + J * G))


def bloch_function(k, x, band=0):
    c = bloch(k)[1][:, band]
    return np.exp(1j * np.outer(x, k + J * G)) @ c


# Independent band energies: integrate the wave equation across one cell.
def half_trace(energy):
    def rhs(x, y):
        f = 2 * (V0 * np.cos(G * x) - energy)
        return [y[1], f * y[0], y[3], f * y[2]]
    end = solve_ivp(rhs, (0, a), [1, 0, 0, 1], method="DOP853",
                    rtol=1e-11, atol=1e-12).y[:, -1]
    return (end[0] + end[3]) / 2


def cell_energy(k, band):
    guess = bloch(k)[0][band]
    return brentq(lambda e: half_trace(e) - np.cos(k * a),
                  guess - 0.01, guess + 0.01, xtol=1e-13)


def cell_slope(k, band, h=1e-3):
    return (cell_energy(k + h, band) - cell_energy(k - h, band)) / (2 * h)


k = 0.4 * G
slopes = {}
for fraction, band in [(0.25, 0), (0.4, 0), (0.4, 1)]:
    slopes[fraction, band] = cell_slope(fraction * G, band)
    # finite-difference error of the slope is of order 1e-6
    assert abs(slopes[fraction, band] - mean_p(fraction * G, band)) < 2e-5
assert abs(mean_p(k) - k) > 0.1
assert abs(mean_p(0.5 * G)) < 1e-9

# The label k + G describes the same state as k.
assert abs(bloch(k)[0][0] - bloch(k + G)[0][0]) < 1e-10
assert abs(mean_p(k) - mean_p(k + G)) < 1e-9

energies, coeffs = bloch(k)
weights = coeffs[:, 0] ** 2
spread = np.sqrt(np.sum(weights * (k + J * G) ** 2) - mean_p(k) ** 2)
assert spread > 0.1


# Two-wave estimate: its error should fall as the square of the amplitude.
def two_wave(amplitude):
    d = G * (G - 2 * k) / 2
    w = (1 - d / np.sqrt(d**2 + amplitude**2)) / 2
    return d, w, k - G * w


d_two, w_two, p_two = two_wave(V0)
error_strong = abs(p_two - mean_p(k))
error_weak = abs(two_wave(V0 / 10)[2] - mean_p(k, 0, V0 / 10))
assert error_strong < 0.03 and error_weak < 0.05 * error_strong

# Time evolution on a ring of cells, with the Hamiltonian in real space.
cells, per_cell = 20, 16
n = cells * per_cell
x = np.arange(n) * a / per_cell
p_grid = 2 * np.pi * np.fft.fftfreq(n, a / per_cell)
kinetic = np.fft.ifft(np.fft.fft(np.eye(n), axis=0)
                      * (p_grid**2 / 2)[:, None], axis=0).real
kinetic = (kinetic + kinetic.T) / 2
start = np.exp(1j * k * x)
wave_index = np.rint(p_grid * cells * a / (2 * np.pi)).astype(int)
outside = (wave_index - 8) % cells != 0


def make_evolution(potential):
    e, u = np.linalg.eigh(kinetic + np.diag(potential))
    return lambda t: u @ (np.exp(-1j * e * t) * (u.T @ start))


def momentum_weights(psi):
    return np.abs(np.fft.fft(psi) / n) ** 2


def ring_p(psi):
    return np.sum(momentum_weights(psi) * p_grid)


lattice = V0 * np.cos(G * x)
evolve = make_evolution(lattice)
defect = 0.2 * np.exp(-((x - cells * a / 2) ** 2) / 2)
evolve_defect = make_evolution(lattice + defect)
times = [0.0, 6.0, 12.0]
p_times = [ring_p(evolve(t)) for t in times]
psi_end = evolve(12.0)
leak = np.sum(momentum_weights(psi_end)[outside])
leak_defect = np.sum(momentum_weights(evolve_defect(12.0))[outside])
translation = np.mean(psi_end.conj() * np.roll(psi_end, -per_cell))
assert leak < 1e-18 and leak_defect > 1e-3
assert abs(translation - np.exp(1j * k * a)) < 1e-10
assert abs(p_times[2] - p_times[0]) > 0.1
h = 0.01
rate = (ring_p(evolve(6 + h)) - ring_p(evolve(6 - h))) / (2 * h)
lattice_force = np.mean(np.abs(evolve(6.0)) ** 2 * V0 * G * np.sin(G * x))
assert abs(rate - lattice_force) < 1e-5

# Which lowest-band states does an added wave exp(i q x) reach?
q = 0.3 * G
labels = np.arange(-9, 11)


def wave_elements(wave_number):
    moved = np.exp(1j * wave_number * x) * bloch_function(k, x)
    return np.array([abs(np.mean(bloch_function(m * G / cells, x).conj()
                                 * moved)) for m in labels])


elements = wave_elements(q)
elements_shifted = wave_elements(q + G)
for found in (elements, elements_shifted):
    assert found[labels == -6][0] > 1e-3
    assert np.max(found[labels != -6]) < 1e-10
k_final = labels[np.argmax(elements)] * G / cells
p_change = mean_p(k_final) - mean_p(k)
assert abs(p_change - q) > 0.1

# A localized packet under a uniform force, by split-operator steps.
# The box is long enough for the fast higher-band parts of the packet,
# because the potential -F x jumps at the periodic edge.
F, duration, dt, sigma = 0.001, 200.0, 0.05, 25.0
box_cells = 300
n_box = box_cells * per_cell
xb = (np.arange(n_box) - n_box // 2) * a / per_cell
pb = 2 * np.pi * np.fft.fftfreq(n_box, a / per_cell)
k0 = 0.25 * G
psi = np.exp(-((xb + 30) ** 2) / (4 * sigma**2)) * bloch_function(k0, xb)
psi = psi / np.linalg.norm(psi)


def packet_data(state):
    w = np.abs(np.fft.fft(state)) ** 2
    t_mean = np.vdot(state, np.roll(state, -per_cell))
    return np.sum(w * pb) / np.sum(w), t_mean


p_start, t_start = packet_data(psi)
half_v = np.exp(-0.5j * dt * (V0 * np.cos(G * xb) - F * xb))
full_t = np.exp(-0.5j * dt * pb**2)
for _ in range(int(round(duration / dt))):
    psi = half_v * np.fft.ifft(full_t * np.fft.fft(half_v * psi))
p_end, t_end = packet_data(psi)
edge_weight = np.sum(np.abs(psi[np.abs(xb) > box_cells * a / 2 - 50]) ** 2)
assert edge_weight < 1e-9
k_gain = np.angle(t_end / t_start) / a
impulse = F * duration
assert abs(k_gain - impulse) < 1e-6
assert abs(abs(t_end) - abs(t_start)) < 1e-6
sigma_k = 1 / (2 * sigma)
kappa = np.linspace(-4, 4, 81) * sigma_k
envelope = np.exp(-kappa**2 / (2 * sigma_k**2))
p_band = np.average([mean_p(k0 + impulse + s) for s in kappa],
                    weights=envelope)
# allowance for weak band mixing by the force and by the finite packet
assert abs(p_end - p_band) < 0.005
assert abs((p_end - p_start) - impulse) > 0.1

p_unit = const.hbar / const.physical_constants["Bohr radius"][0]
v_unit = const.alpha * const.c

print("Momenta and wave numbers in atomic units (hbar/bohr, 1/bohr)")
print(f"lattice constant a = {a:.1f} bohr, V0 = {V0:.2f} hartree")
print(f"G = {G:.5f}; k = 0.4 G = {k:.5f}")
print(f"lowest-band energy at k = {energies[0]:.5f} hartree")
print(f"second-band energy at k = {energies[1]:.5f} hartree")
for j in range(-2, 3):
    print(f"j = {j:2d}: momentum {k + j * G:8.5f}, "
          f"weight {weights[J == j][0]:.6f}")
print(f"mean momentum, lowest band = {mean_p(k):.5f}")
print(f"slope dE/dk from cell integration = {slopes[0.4, 0]:.5f}")
print(f"mean momentum, second band = {mean_p(k, 1):.5f}")
print(f"second-band slope, cell integration = {slopes[0.4, 1]:.5f}")
print(f"rms momentum spread, lowest band = {spread:.5f}")
print(f"mean momentum in SI = {mean_p(k) * p_unit:.4e} kg m/s")
print(f"hbar k in SI = {k * p_unit:.4e} kg m/s")
print(f"group velocity in SI = {mean_p(k) * v_unit:.4e} m/s")
print(f"two-wave D = {d_two:.5f} hartree, w = {w_two:.5f}")
print(f"two-wave mean momentum = {p_two:.5f}")
print(f"two-wave error at V0: {error_strong:.2e}, "
      f"at V0/10: {error_weak:.2e}")
print("Lowest band: k/G, k, mean momentum")
for fraction in (0.0, 0.1, 0.2, 0.25, 0.3, 0.4, 0.45, 0.5):
    print(f"  {fraction:.2f}  {fraction * G:.5f}  "
          f"{round(mean_p(fraction * G), 5) + 0.0:.5f}")
print(f"Plane wave k = 0.4 G released on a ring of {cells} cells")
for t, value in zip(times, p_times):
    print(f"  time {t:4.1f} a.u.: mean momentum {value:.5f}")
print(f"  phase of <T> / a at time 12 = {np.angle(translation) / a:.5f}")
print(f"  force from lattice at time 6 = {lattice_force:.5f} hartree/bohr")
print(f"  weight outside k + jG at time 12 = {leak:.1e}")
print(f"  same with one defect = {leak_defect:.4f}")
print(f"Added wave q = 0.3 G = {q:.5f}; final k/G = {k_final / G:.2f}")
print(f"  matrix element for q = {elements.max():.5f}")
print(f"  matrix element for q + G = {elements_shifted.max():.5f}")
print(f"  largest forbidden element = {elements[labels != -6].max():.1e}")
print(f"  mean momentum at final k = {mean_p(k_final):.5f}")
print(f"  change of mean momentum = {p_change:.5f}")
print(f"Packet: F = {F:.3f} hartree/bohr, time = {duration:.0f} a.u., "
      f"width = {sigma:.0f} bohr")
print(f"  box = {box_cells * a:.0f} bohr, "
      f"probability near its edges = {edge_weight:.1e}")
print(f"  initial k = {k0:.5f}, impulse F t = {impulse:.5f}")
print(f"  gain of k from phase of <T> = {k_gain:.5f}")
print(f"  mean momentum: start {p_start:.5f}, end {p_end:.5f}")
print(f"  change of mean momentum = {p_end - p_start:.5f}")
print(f"  band slope averaged over packet at end = {p_band:.5f}")
print("success")
```

Output:

```
Momenta and wave numbers in atomic units (hbar/bohr, 1/bohr)
lattice constant a = 5.0 bohr, V0 = 0.20 hartree
G = 1.25664; k = 0.4 G = 0.50265
lowest-band energy at k = 0.07140 hartree
second-band energy at k = 0.32636 hartree
j = -2: momentum -2.01062, weight 0.000494
j = -1: momentum -0.75398, weight 0.187378
j =  0: momentum  0.50265, weight 0.808405
j =  1: momentum  1.75929, weight 0.003721
j =  2: momentum  3.01593, weight 0.000002
mean momentum, lowest band = 0.27063
slope dE/dk from cell integration = 0.27063
mean momentum, second band = -0.51984
second-band slope, cell integration = -0.51984
rms momentum spread, lowest band = 0.50107
mean momentum in SI = 5.3932e-25 kg m/s
hbar k in SI = 1.0017e-24 kg m/s
group velocity in SI = 5.9205e+05 m/s
two-wave D = 0.15791 hartree, w = 0.19015
two-wave mean momentum = 0.26370
two-wave error at V0: 6.93e-03, at V0/10: 6.30e-05
Lowest band: k/G, k, mean momentum
  0.00  0.00000  0.00000
  0.10  0.12566  0.11009
  0.20  0.25133  0.21235
  0.25  0.31416  0.25574
  0.30  0.37699  0.28808
  0.40  0.50265  0.27063
  0.45  0.56549  0.17253
  0.50  0.62832  0.00000
Plane wave k = 0.4 G released on a ring of 20 cells
  time  0.0 a.u.: mean momentum 0.50265
  time  6.0 a.u.: mean momentum 0.15243
  time 12.0 a.u.: mean momentum -0.25548
  phase of <T> / a at time 12 = 0.50265
  force from lattice at time 6 = -0.08752 hartree/bohr
  weight outside k + jG at time 12 = 2.7e-26
  same with one defect = 0.0188
Added wave q = 0.3 G = 0.37699; final k/G = -0.30
  matrix element for q = 0.66497
  matrix element for q + G = 0.15164
  largest forbidden element = 4.8e-16
  mean momentum at final k = -0.28808
  change of mean momentum = -0.55871
Packet: F = 0.001 hartree/bohr, time = 200 a.u., width = 25 bohr
  box = 1500 bohr, probability near its edges = 1.3e-13
  initial k = 0.31416, impulse F t = 0.20000
  gain of k from phase of <T> = 0.20000
  mean momentum: start 0.25574, end 0.25503
  change of mean momentum = -0.00071
  band slope averaged over packet at end = 0.25489
success
```
